# Band-Energy Error of a Density Matrix: Eigenvalue and Rotation Parts: a program that tests the result

```python
# Result under test, for a fixed symmetric H with a gap around mu:
#   Tr H(D-P) = sum_i delta_i <u_i|H|u_i> + Tr(|H-mu| X^2),  X = Pt - P
# P: exact projector on the n_occ lowest states of H; D: approximate density
# matrix with eigenpairs f_i, u_i; Pt: projector on eigenvectors with f_i > 1/2;
# delta_i: deviation of f_i from 1 or 0. Energies are per spin channel, in eV.
import numpy as np
from scipy.linalg import expm

n_sites, n_occ, mu = 100, 50, 0.0
t_strong, t_weak, site_amp = 3.0, 2.0, 0.5
hop = np.where(np.arange(n_sites - 1) % 2 == 0, t_strong, t_weak)
site = site_amp * np.cos(1.7 * np.arange(n_sites))
H = np.diag(site) - np.diag(hop, 1) - np.diag(hop, -1)
eps, V = np.linalg.eigh(H)
assert eps[n_occ - 1] < mu < eps[n_occ]
P = V[:, :n_occ] @ V[:, :n_occ].T
gap = eps[n_occ] - eps[n_occ - 1]
width = eps[-1] - eps[0]
abs_H = (V * np.abs(eps - mu)) @ V.T
identity = np.eye(n_sites)
rng = np.random.default_rng(4)


def mcweeny(D):
    D2 = D @ D
    return 3 * D2 - 2 * D2 @ D


def purify(D):
    for _ in range(30):
        D = mcweeny(D)
        D = (D + D.T) / 2
    return D


def energy_error(D):
    return np.trace(H @ (D - P))


def check_rotation(Pt):
    """Compare the energy definition with the quadratic form and its bounds."""
    X = Pt - P
    rotation = np.trace(H @ X)
    assert np.isclose(rotation, np.trace(abs_H @ X @ X), rtol=1e-7, atol=1e-10)
    half_norm = np.sum(X**2) / 2
    assert gap * half_norm - 1e-10 <= rotation <= width * half_norm + 1e-10
    return rotation, half_norm


def split(D):
    """Eigenvalue part from diagonalization, rotation part from purification."""
    f, U = np.linalg.eigh(D)
    upper = f > 0.5
    assert upper.sum() == n_occ
    delta = f - upper
    assert np.max(np.abs(delta)) < (np.sqrt(3) - 1) / 2
    eig_part = np.sum(delta * np.einsum('ji,jk,ki->i', U, H, U))
    Pt = purify(D)
    assert np.allclose(Pt, U[:, upper] @ U[:, upper].T, atol=1e-10)
    rotation, half_norm = check_rotation(Pt)
    assert np.isclose(energy_error(D), eig_part + rotation, atol=1e-9)
    bound = 2 * np.linalg.norm(H - mu * identity) * np.linalg.norm(D - D @ D)
    assert abs(eig_part - mu * delta.sum()) <= bound + 1e-10
    return f, U, delta, Pt, eig_part, rotation, half_norm, bound


def second_order_rotation(E):
    E_mo = V.T @ E @ V
    differences = eps[n_occ:, None] - eps[None, :n_occ]
    return np.sum(differences * E_mo[n_occ:, :n_occ]**2)


print(f"Sites {n_sites}, occupied states per spin {n_occ}")
print(f"Hoppings (magnitude) {t_strong:.1f}, {t_weak:.1f} eV; "
      f"site amplitude {site_amp:.1f} eV; mu {mu:.1f} eV")
print(f"Gap {gap:.5f} eV; spectral width {width:.5f} eV")
print(f"Exact band energy per spin {np.trace(H @ P):.6f} eV")

# The quadratic identity must also hold for a subspace far from the exact one.
W, _ = np.linalg.qr(rng.normal(size=(n_sites, n_occ)))
far_energy, far_norm = check_rotation(W @ W.T)
overlaps = np.linalg.svd(V[:, :n_occ].T @ W, compute_uv=False)
assert np.isclose(far_norm, np.sum(1 - overlaps**2), atol=1e-9)
print(f"Random subspace: rotation energy {far_energy:.4f} eV, "
      f"sum sin^2 {far_norm:.4f}")

for tau in (0.03, 0.01, 0.003):
    keep = np.abs(P) >= tau
    assert np.all(keep[np.abs(H) > 1e-12] | (np.abs(H[np.abs(H) > 1e-12]) < tau))
    D = np.where(keep, P, 0.0)
    f, U, delta, Pt, eig_part, rotation, half_norm, bound = split(D)
    assert abs(energy_error(D)) < 1e-9
    assert rotation > 1e-8 and (f.min() < 0 or f.max() > 1)
    clipped = (U * np.clip(f, 0, 1)) @ U.T
    assert np.trace((H - mu * identity) @ (clipped - P)) > 0
    Delta = D - Pt
    predicted = 3 * Delta @ Delta @ (identity - 2 * Pt) - 2 * Delta @ Delta @ Delta
    D1 = mcweeny(D)
    D2 = mcweeny(D1)
    assert np.allclose(D1 - Pt, predicted, atol=1e-10)
    # Scaling down the truncation error isolates the leading rotation energy.
    small = 0.05 * (D - P)
    small_result = split(P + small)
    leading = second_order_rotation(small)
    assert np.isclose(small_result[5], leading, rtol=0.03)
    assert np.isclose(small_result[4], -leading, rtol=0.03)
    print(f"Threshold {tau:.3f}: kept elements {100 * keep.mean():.2f} %")
    print(f"  eigenvalues of D: min {f.min():.6f}, max {f.max():.6f}; "
          f"max |delta| {np.max(np.abs(delta)):.6f}")
    print(f"  total error {abs(energy_error(D)):.1e} eV (magnitude)")
    print(f"  eigenvalue part {eig_part:.8f} eV; rotation part {rotation:.8f} eV")
    print(f"  second-order rotation estimate {second_order_rotation(D - P):.8f} eV")
    print(f"  sum sin^2 {half_norm:.4e}; rotation bounds "
          f"{gap * half_norm:.4e}, {width * half_norm:.4e} eV")
    print(f"  idempotency bound on eigenvalue part {bound:.4e} eV")
    print(f"  total after 1, 2 McWeeny steps {energy_error(D1):.8f}, "
          f"{energy_error(D2):.8f} eV")
    print(f"  eigenvalue part after 1, 2 steps {np.trace(H @ (D1 - Pt)):.4e}, "
          f"{np.trace(H @ (D2 - Pt)):.4e} eV")
    assert np.isclose(energy_error(purify(D)), rotation, atol=1e-9)

# Independent deviations and rotations, both controlled by the same size s.
K = rng.normal(size=(n_sites, n_sites))
K = K - K.T
K /= np.linalg.norm(K, 2)
slopes = rng.uniform(0.2, 1.0, n_sites)
slopes[:n_occ] *= -1
occupation = (np.arange(n_sites) < n_occ).astype(float)
linear_coefficient = np.sum(slopes * eps)
quadratic_coefficient = second_order_rotation(V @ K @ V.T)
print(f"Scaling study: linear coefficient {linear_coefficient:.5f} eV; "
      f"quadratic coefficient {quadratic_coefficient:.5f} eV")
sizes = np.array([0.02, 0.01, 0.005])
parts = []
for s in sizes:
    rotated = V @ expm(s * K)
    D = (rotated * (occupation + s * slopes)) @ rotated.T
    result = split(D)
    parts.append((result[4], result[5]))
    print(f"  s {s:.3f}: eigenvalue part {result[4]:.7f} eV; "
          f"rotation part {result[5]:.7f} eV; trace drift {result[2].sum():.5f}")
parts = np.array(parts)
assert np.isclose(parts[-1, 0] / sizes[-1], linear_coefficient, rtol=1e-3)
assert np.isclose(parts[-1, 1] / sizes[-1]**2, quadratic_coefficient, rtol=0.02)
orders = np.log2(parts[:-1] / parts[1:])
assert np.allclose(orders[:, 0], 1, atol=0.02)
assert np.allclose(orders[:, 1], 2, atol=0.05)
print(f"  observed orders from last halving: eigenvalue {orders[-1, 0]:.4f}, "
      f"rotation {orders[-1, 1]:.4f}")
print("all tests passed")
```

Printed output:

```
Sites 100, occupied states per spin 50
Hoppings (magnitude) 3.0, 2.0 eV; site amplitude 0.5 eV; mu 0.0 eV
Gap 2.01087 eV; spectral width 10.04156 eV
Exact band energy per spin -167.282336 eV
Random subspace: rotation energy 165.6917 eV, sum sin^2 24.8446
Threshold 0.030: kept elements 6.78 %
  eigenvalues of D: min -0.031652, max 1.031267; max |delta| 0.036431
  total error 0.0e+00 eV (magnitude)
  eigenvalue part -0.17925184 eV; rotation part 0.17925184 eV
  second-order rotation estimate 0.17759086 eV
  sum sin^2 3.9123e-02; rotation bounds 7.8670e-02, 3.9285e-01 eV
  idempotency bound on eigenvalue part 1.4705e+01 eV
  total after 1, 2 McWeeny steps 0.56471907, 0.18168046 eV
  eigenvalue part after 1, 2 steps 3.8547e-01, 2.4286e-03 eV
Threshold 0.010: kept elements 10.76 %
  eigenvalues of D: min -0.012484, max 1.012594; max |delta| 0.014707
  total error 0.0e+00 eV (magnitude)
  eigenvalue part -0.03932864 eV; rotation part 0.03932864 eV
  second-order rotation estimate 0.03911419 eV
  sum sin^2 7.8796e-03; rotation bounds 1.5845e-02, 7.9123e-02 eV
  idempotency bound on eigenvalue part 5.4088e+00 eV
  total after 1, 2 McWeeny steps 0.09247312, 0.03937906 eV
  eigenvalue part after 1, 2 steps 5.3144e-02, 5.0415e-05 eV
Threshold 0.003: kept elements 16.42 %
  eigenvalues of D: min -0.005627, max 1.005647; max |delta| 0.005647
  total error 0.0e+00 eV (magnitude)
  eigenvalue part -0.00499883 eV; rotation part 0.00499883 eV
  second-order rotation estimate 0.00499376 eV
  sum sin^2 1.0476e-03; rotation bounds 2.1066e-03, 1.0519e-02 eV
  idempotency bound on eigenvalue part 2.1935e+00 eV
  total after 1, 2 McWeeny steps 0.01393658, 0.00500025 eV
  eigenvalue part after 1, 2 steps 8.9378e-03, 1.4227e-06 eV
Scaling study: linear coefficient 212.19954 eV; quadratic coefficient 47.10929 eV
  s 0.020: eigenvalue part 4.2435088 eV; rotation part 0.0188423 eV; trace drift -0.00213
  s 0.010: eigenvalue part 2.1219351 eV; rotation part 0.0047108 eV; trace drift -0.00107
  s 0.005: eigenvalue part 1.0609902 eV; rotation part 0.0011777 eV; trace drift -0.00053
  observed orders from last halving: eigenvalue 1.0000, rotation 2.0000
all tests passed
```
